# Phonon lifetimes and thermal conductivity from spectral line widths

**The argument under review**

The argument concerns an acoustic phonon of 5 THz in a silicon-like crystal at 300 K. Its line is a Lorentzian with half width at half maximum 2.5 GHz in ordinary frequency. The reasoning is:

1. The half width is the damping constant, $\Gamma=-\mathrm{Im}\,\Sigma=2\pi\times2.5$ GHz, where $\Sigma$ is the self-energy in angular-frequency units.
2. A phonon damped at the rate $\Gamma$ lives for $\tau=1/\Gamma=63.7$ ps.
3. With widths proportional to $\omega^2$, the relaxation-time formula $\kappa=\frac13\sum Cv^2\tau$ gives 272 W/(m K). Here $C$ is the heat capacity of a mode per unit volume and $v$ its group speed.

Step 1 is correct, including the factor $2\pi$. Step 3 uses a legitimate formula. The question is whether the quantity that decays at the rate $\Gamma$ in step 2 is the quantity whose relaxation time enters step 3.

**What the line shape says**

The normalized line is
$$A(\omega)=\frac{\Gamma/\pi}{(\omega-\omega_0)^2+\Gamma^2}.$$
It falls to half its maximum at $\omega_0\pm\Gamma$, so its full angular width is $2\Gamma$. With $x=\omega-\omega_0$ and $t>0$, close the Fourier integral in the lower half plane, around the pole $x=-i\Gamma$:
$$\int A\,e^{-i\omega t}d\omega=e^{-i\omega_0t}(-2\pi i)\frac{\Gamma}{\pi}\frac{e^{-\Gamma t}}{-2i\Gamma}=e^{-i\omega_0t-\Gamma t}.$$
This transform is the response $\langle[a(t),a^\dagger(0)]\rangle$ of the phonon amplitude $a$. Hence $1/\Gamma$ is an amplitude lifetime. Heat is carried by the population $n=\langle a^\dagger a\rangle$. For a classical wave, squaring the amplitude settles the matter. A thermal phonon is also refilled by its surroundings, so its population needs its own equation.

**Amplitude and population under cubic coupling**

Let the phonon $a$ split into pairs $b_j,c_j$, with
$$H/\hbar=\omega_0a^\dagger a+\sum_j(\omega_{b}b_j^\dagger b_j+\omega_{c}c_j^\dagger c_j)+\sum_jg_j(a^\dagger b_jc_j+\mathrm{h.c.}).$$
Each pair is taken to be distinct, weakly coupled, and initially thermal and uncorrelated with $a$. Write $\Delta_j=\omega_b+\omega_c-\omega_0$, and drop $j$ inside the sums.

*Amplitude.* The Heisenberg equations are
$$i\dot a=\omega_0a+\sum g\,bc,\qquad i\frac{d(bc)}{dt}=(\omega_b+\omega_c)bc+g\,a\,[bc,b^\dagger c^\dagger].$$
With $N_b=b^\dagger b$ and $N_c=c^\dagger c$, the commutator is
$$[bc,b^\dagger c^\dagger]=(1+N_b)(1+N_c)-N_bN_c=1+N_b+N_c.$$
Replace it by its thermal mean $F=1+n_b+n_c$, and remove the free rotation by $\langle a\rangle=\alpha e^{-i\omega_0t}$. Since $\langle bc\rangle=0$ initially, integrating the second equation and inserting it in the first gives
$$\dot\alpha(t)=-\sum g^2F\int_0^t e^{-i\Delta s}\alpha(t-s)\,ds.$$
For a dense set of pairs and weak coupling, $\alpha$ hardly changes during the memory time. We may then set $\alpha(t-s)\to\alpha(t)$ and extend the integral to infinity. Its real part is $\pi\delta(\Delta)$; its imaginary part shifts the frequency. Therefore $|\alpha|$ decays at the rate
$$\Gamma=\pi\sum g^2F\,\delta(\Delta).$$

*Population.* Let $X=a^\dagger bc$. Because $[a^\dagger a,a^\dagger]=a^\dagger$,
$$\dot n=-i\sum g\langle X-X^\dagger\rangle=2\sum g\,\mathrm{Im}\langle X\rangle .$$
The equation for $X$ is $i\dot X=\Delta X+g[X,X^\dagger]$, plus products of different pairs whose means vanish in the uncorrelated bath. The mean of the commutator is
$$S=n(1+n_b)(1+n_c)-(1+n)n_bn_c=nF-n_bn_c .$$
On resonance $S$ vanishes at the Bose occupation $n=n_0$, by detailed balance. Thus $n_bn_c=n_0F$ and $S=F(n-n_0)$. Integration gives $\langle X\rangle=-ig\int_0^te^{-i\Delta s}S(t-s)ds$, so that
$$\dot n=-2\sum g^2\int_0^t\cos(\Delta s)\,S(t-s)\,ds\;\longrightarrow\;-2\pi\sum g^2F\,\delta(\Delta)\,(n-n_0).$$
The result is
$$\dot n=-2\Gamma(n-n_0),\qquad \tau=\frac1{2\Gamma}.$$
The factor two arises because both $X$ and $X^\dagger$ change the number, while one coupling term drives the amplitude. Refilling fixes the final value $n_0$ and leaves this ratio unchanged.

*The second three-phonon process.* If $a$ instead merges with $b$ into $c$, the coupling is $g(c^\dagger ab+\mathrm{h.c.})$. The amplitude couples to $b^\dagger c$, and
$$[b^\dagger c,c^\dagger b]=N_b(1+N_c)-(1+N_b)N_c=N_b-N_c .$$
The population balance is
$$n\,n_b(1+n_c)-(1+n)(1+n_b)n_c=n(n_b-n_c)-n_c(1+n_b),$$
which on resonance equals $(n_b-n_c)(n-n_0)$. The same thermal factor again appears in both equations, and the ratio remains two.

This was tested with full operators for single resonant triads, at the initial time, with $a$ in an equal superposition of zero and one quantum. There the memory equations reduce to $\langle a\rangle''=-g^2F\langle a\rangle$ in the rotating frame and $n''=-2g^2F(n-n_0)$, with $F$ replaced by $n_b-n_c$ for the merging process. For mode energies $2.9\to1.3+1.6$ in units of $k_BT$, the two coefficients are $1.628g^2$ and $3.255g^2$. For $1.0+1.3\to2.3$ they are $0.263g^2$ and $0.526g^2$.

**A check that measures both width and decay**

The continuum step can be tested on a mode linearly coupled to a dense band of oscillators, solved by diagonalization. Take the golden-rule half width as the frequency unit. The band extends 100 units to either side of the mode, with spacing 0.2; the mode lies at 400 and $k_BT/\hbar=200$. Starting from occupation 2, the excess population decays at the rate 2.013. The full width at half maximum of the line is also 2.013.

Both values exceed 2 because the band is finite. For a half band $B$, the real part of the self-energy near the centre is
$$\frac{\Gamma}{\pi}\ln\frac{B+x}{B-x}\simeq\frac{2\Gamma x}{\pi B}.$$
The pole condition then divides $\Gamma$ by $1-2\Gamma/(\pi B)=0.9936$, which turns 2 into 2.013.

**Conductivity without assuming a lifetime**

One might object that the relaxation time in $\kappa$ could be defined differently. The Green–Kubo formula fixes it, once different modes are taken to be uncorrelated:
$$\kappa=\frac{V}{k_BT^2}\int_0^\infty\langle J_x(t)J_x(0)\rangle dt,\qquad J_x=\frac1V\sum\hbar\omega_0v_x\,\delta N ,$$
where $V$ is the volume and $\delta N$ the number fluctuation of a mode. Treat different modes as uncorrelated and factorize each number correlation:
$$\langle\delta N(t)\delta N(0)\rangle=\langle a^\dagger(t)a(0)\rangle\langle a(t)a^\dagger(0)\rangle .$$
The two factors are $\int A\,n\,e^{i\omega t}d\omega$ and $\int A(1+n)e^{-i\omega t}d\omega$, with $n(\omega)$ the Bose function. The real part of the integral over positive times is half the integral over all times, which supplies $\pi\delta(\omega-\omega')$. For a narrow line,
$$\int_0^\infty\mathrm{Re}\langle\delta N(t)\delta N(0)\rangle dt=\pi\int A^2n(1+n)d\omega\simeq n_0(1+n_0)\,\pi\int A^2d\omega .$$
The substitution $x=\Gamma\tan\theta$ gives
$$\int A^2d\omega=\frac{\Gamma^2}{\pi^2}\int\frac{dx}{(x^2+\Gamma^2)^2}=\frac{1}{\pi^2\Gamma}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac1{2\pi\Gamma}.$$
The time integral is therefore $n_0(1+n_0)/(2\Gamma)$. Since $C=(\hbar\omega_0)^2n_0(1+n_0)/(Vk_BT^2)$, and $v_x^2$ averages to $v^2/3$ in an isotropic crystal,
$$\kappa=\frac13\sum Cv^2\frac1{2\Gamma}.$$
The inverse full width appears without any prior definition of a population lifetime. The neglect of correlations between modes is, however, the relaxation-time approximation itself. When scattering feeds the current back into other modes, the current relaxes in a different time. For elastic scattering with angular weight $1+a\cos\theta$ and total rate $2\Gamma$, that time is $1/[2\Gamma(1-a/3)]$, which is 1.43 times $1/(2\Gamma)$ for $a=0.9$ and 0.77 times for $a=-0.9$. It still scales as the inverse width, so halving every rate still doubles $\kappa$. In the bath model, the time integral of the number correlation divided by its initial value is 0.503, against $1/2.013=0.497$. The finite band accounts for the 1% difference. Near the centre it multiplies $x$ in the line shape by the factor 0.9936 found above, so with $\Gamma=1$ the integral $\pi\int A^2d\omega$ becomes $1/(2\times0.9936)=0.5032$. The computed ratio, 0.5025, lies slightly lower because the Bose factors vary across the line.

**The numbers in the argument, corrected**

The full ordinary-frequency width is 5 GHz. The full angular width is $2\pi\times5$ GHz $=0.03142$ rad/ps, so $\tau=1/0.03142=31.8$ ps. The argument's 63.7 ps is the amplitude lifetime. Omitting $2\pi$ produces larger errors: the inverse of 5 GHz is 200 ps, and the inverse of 2.5 GHz is 400 ps.

For the conductivity, take one longitudinal and two transverse branches,
$$\omega=\frac{2v_0k_D}{\pi}\sin x,\qquad v=v_0\cos x,\qquad x=\frac{\pi k}{2k_D},$$
where $v_0$ is the sound speed and $k_D=11.395$ nm$^{-1}$ the cutoff that holds one state per primitive cell and branch. Let $2\Gamma=\beta\omega^2$ at 300 K. The reference phonon gives
$$\beta=\frac{3.142\times10^{10}\ \mathrm{s^{-1}}}{(3.142\times10^{13}\ \mathrm{s^{-1}})^2}=3.183\times10^{-17}\ \mathrm{s}.$$
With the classical heat capacity $k_B$ per mode, and $kv/\omega=x\cot x$,
$$\kappa_{\rm cl}=3\cdot\frac{k_B}{6\pi^2\beta}\int_0^{k_D}\frac{k^2v^2}{\omega^2}dk=\frac{k_Bk_D}{\pi^3\beta}\int_0^{\pi/2}x^2\cot^2x\,dx .$$
Write $\cot^2x=\csc^2x-1$ and integrate by parts; the boundary terms vanish. The integral becomes $2\int_0^{\pi/2}x\cot x\,dx-\pi^3/24$. A second integration by parts gives $\int_0^{\pi/2}x\cot x\,dx=-\int_0^{\pi/2}\ln\sin x\,dx=\frac{\pi}{2}\ln2$. The value is $\pi\ln2-\pi^3/24=0.8857$, and
$$\kappa_{\rm cl}=\frac{(1.381\times10^{-23})(1.1395\times10^{10})}{31.01\times3.183\times10^{-17}}\times0.8857=141\ \mathrm{W/(m\,K)}.$$
The Bose heat capacity at 300 K lowers this to 136 W/(m K). Direct frequency integration of the squared spectral functions, which uses the half widths as input, also gives 136 W/(m K). The argument's 272 W/(m K) is twice the relaxation-time value for the stated widths.

**When the conductivity error is smaller than two**

Suppose a further population-loss rate $r$ is entered correctly, and the width alone is misread. Each mode's contribution is then multiplied by
$$\frac{2\Gamma+r}{\Gamma+r},$$
which falls from 2 at $r=0$ towards 1 for $r\gg\Gamma$. With the simple boundary rate $r=v/L$ and the widths held fixed, the model gives:

- for $L=100$ nm, $\kappa=34$ W/(m K) and an error factor of 1.31;
- for $L=1000$ nm, $\kappa=81$ W/(m K) and a factor of 1.65;
- for $L=0.5$ mm, $\kappa=133$ W/(m K) and a factor of 1.98.

Strong boundary scattering can therefore conceal part of the mistake. The length $L$ here is a parameter of the rate $v/L$, not a film thickness: for heat flowing along a film with diffuse surfaces, boundaries reduce $\kappa$ less than this rate with $L$ set to the thickness suggests, and more of the error remains visible.

The relaxation-time formula has its own limit. Collisions that conserve crystal momentum relax phonons towards a drifting distribution. Let their rate be $1/\tau_N$, the remaining rate $1/\tau_R$, and $1/\tau=1/\tau_N+1/\tau_R$. Write the deviation from equilibrium as $-(\partial n/\partial T)\,\phi$ times the temperature gradient along $\mathbf k$. With $s=k/\omega$, the drifting distribution has $\phi=s\lambda$, and the stationary Boltzmann equation reads
$$\frac{\phi}{\tau}=v+\frac{s\lambda}{\tau_N},\qquad \sum Cs\,\frac{\phi-s\lambda}{\tau_N}=0 .$$
The second equation is momentum conservation. Inserting $\phi$ from the first, and using $1-\tau/\tau_N=\tau/\tau_R$, gives
$$\lambda=\frac{\sum Csv\,\tau/\tau_N}{\sum Cs^2\tau/(\tau_N\tau_R)},\qquad \kappa=\frac13\sum Cv\phi=\frac13\sum Cv\left(v\tau+\frac{s\lambda\tau}{\tau_N}\right).$$
If all rates are halved, $\tau/\tau_N$ is unchanged while $\tau$ and $\lambda$ double, so this $\kappa$ doubles too. For assumed momentum-conserving fractions of 0.2 and 0.5 of every rate, the drift raises the model's conductivity by 5% and 18% above its relaxation-time value.

**When the full width is not a decay rate**

The replacement $\tau=1/(2\Gamma)$ requires a width caused by population-changing scattering. Suppose instead that the mode frequency has a static Gaussian spread of standard deviation $\sigma$. The mean amplitude acquires the factor $e^{-\sigma^2t^2/2}$, since its members fall out of phase. Each member's population still decays as $e^{-2\Gamma t}$.

In a bath model with half band 40 and $\sigma=1$, the full width is 3.66 while the population decay rate is 2.03. The inverse full width, 0.27, is then far below the true lifetime, 0.49. The inverse half width, 0.55, happens to lie closer, but that agreement depends on the chosen $\sigma$. A Lorentzian shape does not by itself exclude such broadening. If the frequency fluctuates rapidly, with variance $\sigma^2$ and a short correlation time $\tau_c$, the line stays Lorentzian and its half width grows by $\sigma^2\tau_c$. For $\sigma=10$ and $\tau_c=0.01$ the full width is 4 while the population still decays at the rate 2. Instrument broadening must likewise be removed before a lifetime is inferred.

Damping must also be weak. In the silicon-like model the largest ratio of full width to angular frequency is 0.002, so the narrow-line step is safe there.

**Relation to real silicon**

The inputs are rough: lattice constant 0.543 nm, and sound speeds 8400 and 5800 m/s. Bulk silicon near room temperature conducts roughly 150 W/(m K). The width was chosen to bring the model into that range, so 136 W/(m K) is not a prediction. Had $\Gamma$ been fitted to a conductivity through $\tau=1/\Gamma$, the conductivity would look right and the inferred line widths would be twice too large.

The full width of the reference phonon is 0.17 cm$^{-1}$, or 21 µeV, and an instrument's resolution has to be judged against that scale. The model's transverse branches rise higher than silicon's flat ones; that effect was not sized. Raising the sound speeds by 10% at fixed $\beta$ changes $\kappa$ by less than 1%, as expected from their cancellation in the classical formula. Natural mass disorder, with a rough mass variance of $2\times10^{-4}$, lowers $\kappa$ to 130 W/(m K) and the misreading factor to 1.93, if the stated widths exclude it. Mass disorder also broadens the line, in this model by about 7% of the stated full width at 5 THz; if the quoted widths include it, the factor stays two. Optical phonons, with assumed speed 2000 m/s and lifetime 3 ps, would add about 3 W/(m K). In small samples the neglect of boundaries can matter far more: with the simple rate $v/L$, a boundary length of 100 nm reduces the model's $\kappa$ by a factor of four. The reduction in a real film depends on its surfaces and on the direction of heat flow.

**Correction requested**

Provided the width comes from population-changing scattering, step 2 should read: the amplitude decays at $\Gamma$, the excess population at $2\Gamma$, and the lifetime for step 3 is 31.8 ps. The conductivity should be recomputed with $1/(2\Gamma)$ for every mode, and the manuscript should state whether each quoted width is half or full, and angular or ordinary. The numerical output below lists the values used here.

## Table of computed values

```
Cubic decay, amplitude curvature: 1.6276 g^2
Cubic decay, population curvature: 3.2552 g^2
Cubic absorption, amplitude curvature: 0.2632 g^2
Cubic absorption, population curvature: 0.5264 g^2
Bath model: frequency unit = golden-rule half width
Full spectral width: 2.0128
Excess-population decay rate: 2.0128
Number-correlation time: 0.50251 inverse frequency units
Static Gaussian spread, standard deviation: 1
Full width with static spread: 3.6593
Population decay rate with static spread: 2.0324
Silicon-like model, rough inputs
Lattice constant: 0.543 nm
Longitudinal sound speed: 8400 m/s
Transverse sound speed: 5800 m/s
Temperature: 300 K
Cutoff wave number: 11.395 1/nm
Reference phonon frequency: 5 THz
Half width, ordinary frequency: 2.5 GHz
Full width, ordinary frequency: 5 GHz
Full width, wave number: 0.1668 1/cm
Full width, energy: 20.68 micro-eV
Full angular width: 0.03142 rad/ps
Population lifetime, 1/(full angular width): 31.83 ps
Misread: 1/(half angular width): 63.66 ps
Misread: 1/(full ordinary width): 200 ps
Misread: 1/(half ordinary width): 400 ps
Conductivity, correct lifetime: 136.1 W/(m K)
Conductivity, squared spectral functions: 136.1 W/(m K)
Conductivity, half-width misreading: 272.3 W/(m K)
Boundary length 100 nm, conductivity: 33.65 W/(m K)
Boundary length 100 nm, misread/correct: 1.314
Boundary length 1000 nm, conductivity: 81.28 W/(m K)
Boundary length 1000 nm, misread/correct: 1.652
Boundary length 500000 nm, conductivity: 132.8 W/(m K)
Boundary length 500000 nm, misread/correct: 1.98
Sizes of neglected effects
Mass variance (rough): 0.0002
Conductivity with mass disorder: 130.2 W/(m K)
Misread/correct with mass disorder: 1.931
Normal fraction 0.2, conductivity/relaxation-time value: 1.046
Normal fraction 0.5, conductivity/relaxation-time value: 1.183
Optical frequency (rough): 15 THz
Optical group speed (rough): 2000 m/s
Optical lifetime (rough): 3 ps
Optical conductivity estimate: 2.62 W/(m K)
Conductivity with classical heat capacity: 141.2 W/(m K)
Conductivity with sound speeds up 10 percent: 135.1 W/(m K)
Largest full width/angular frequency: 0.00194
```
